\section*{Lead self-energy poles at surface-state energies and their controlled regularization}

\section{Surface-state poles in lead self-energies}

\subsection{Result}

Let a lead be truncated so that it fills cells $n=1,2,\dots$, and let the truncated lead have a normalizable surface state at energy $E_s$. The self-energy of this lead then has a simple pole at $E_s$. The transmission $T(E)$ of a device attached to it nevertheless stays finite and continuous there, provided that the complete system has no bound state at $E_s$ and that $E_s$ is not a band edge. If $E$ is replaced by $E+i\delta$ in the lead self-energies, but not in the device, then near $E_s$
\begin{equation}
|T_\delta(E)-T(E)|\le K\delta ,
\label{eq:result}
\end{equation}
with $K$ independent of $E$. The shift is applied only where the Bloch vectors of the lead become nearly linearly dependent.

The surface state must be a true one. If it couples to an open channel of its own lead it becomes a resonance, and the self-energy has a finite peak. A surface state inside a band therefore requires that this coupling vanish, either by symmetry or at specially tuned parameters. In a complete gap there is no such requirement, but then there is no open channel and $T=0$.

\subsection{Self-energy from Bloch modes}

The basis is orthonormal with $N$ orbitals per cell. $H_0$ is the Hermitian cell block, and the invertible matrix $H_1$ is the block from cell $n$ to cell $n+1$. Inserting $\psi_n=\lambda^n\phi$ into the Schr\"odinger equation gives
\begin{equation}
(E-H_0)\phi=\lambda H_1\phi+\lambda^{-1}H_1^\dagger\phi .
\label{eq:bloch}
\end{equation}
This is solved as a generalized eigenvalue problem for the pair $(\phi,\lambda\phi)$, without inverting $H_1$. For the right lead we keep the $N$ modes that decay ($|\lambda|<1$) or propagate to the right. The velocity follows from the flux between neighbouring cells,
\begin{equation}
J=-\frac{2}{\hbar}\,\mathrm{Im}\,(\psi_n^\dagger H_1\psi_{n+1}),\qquad
v=-\frac{2}{\hbar}\,\mathrm{Im}\,(\lambda\phi^\dagger H_1\phi),
\label{eq:flux}
\end{equation}
in cells per unit time for normalized $\phi$. We take the $\lambda_j$ to be distinct.

Let $Q$ have the normalized $\phi_j$ as columns and let $\Lambda=\mathrm{diag}(\lambda_j)$. An outgoing solution is $\psi_n=Q\Lambda^n c$. Eliminating $c=Q^{-1}\psi_0$ gives $\psi_1=F\psi_0$ with $F=Q\Lambda Q^{-1}$. The same solution is the response of the truncated lead to the source $H_1^\dagger\psi_0$ in its first cell, so $\psi_1=gH_1^\dagger\psi_0$, where $g$ is the surface Green's function. Hence
\begin{equation}
\Sigma_R=H_1gH_1^\dagger=H_1F=H_1Q\Lambda Q^{-1}.
\label{eq:sigma}
\end{equation}
The left lead follows by exchanging $H_1$ with $H_1^\dagger$ and reversing the direction of the modes.

\subsection{Linear dependence means a surface state}

Suppose $Qc=0$ with $c\neq0$ at a real energy. The wave $\psi_n=\sum_jc_j\lambda_j^n\phi_j$ obeys the bulk equation and has $\psi_0=0$. The term $H_1^\dagger\psi_0$ is then absent from the equation of cell 1, so $\psi$ solves the truncated lead. It is not identically zero, because the $\lambda_j$ are distinct.

It is also normalizable. Its flux vanishes between cells 0 and 1, and hence everywhere. Deep in the lead only propagating modes survive. Cross terms between them would vary as $(\lambda_i^*\lambda_j)^n$, which a constant flux does not allow, so $0=\sum_j|c_j|^2v_j$. All these $v_j$ are positive, so every propagating $c_j$ is zero.

Conversely, a surface state can be continued to $\psi_0=0$ and expanded in the decaying modes, which gives $Qc=0$.

\subsection{The pole}

Let $\Psi$ be the normalized, nondegenerate surface state and $\varphi_1$ its part in cell 1. The spectral representation of the lead Green's function contains $\Psi\Psi^\dagger/(E-E_s)$. The remaining states contribute a regular part $R_R$ if $E_s$ is not a band edge. Therefore
\begin{equation}
\Sigma_R=\frac{s_Rs_R^\dagger}{E-E_s}+R_R,\qquad s_R=H_1\varphi_1 .
\label{eq:pole}
\end{equation}
The residue cannot vanish. If $\varphi_1=0$, then $\psi_0=\psi_1=0$, and the recursion $H_1\psi_{n+1}=(E-H_0)\psi_n-H_1^\dagger\psi_{n-1}$ with invertible $H_1$ makes the whole state zero. The left lead has the same form with $s_L=H_1^\dagger\chi$, where $\chi$ is the part of its surface state in the cell next to the device.

\subsection{Why the transmission stays finite}

Let both leads have a pole at $E_s$; if only one has, the matrix $W$ below has a single column. Define
\begin{equation}
z=E-E_s+i\delta,\quad W=[s_L,s_R],\quad G_0=(E-H_D-R)^{-1},\quad M=W^\dagger G_0W ,
\end{equation}
where $H_D$ is the device Hamiltonian and $R$ the sum of the regular parts at $E+i\delta$. The device Green's function obeys $G^{-1}=G_0^{-1}-WW^\dagger/z$. With $D=(z-M)^{-1}$ its inverse is
\begin{equation}
G=G_0+G_0WDW^\dagger G_0 .
\label{eq:G}
\end{equation}
To check this, multiply from the left by $G^{-1}$:
\begin{align}
G^{-1}G&=1+WDW^\dagger G_0-\frac1zWW^\dagger G_0-\frac1zWMDW^\dagger G_0\nonumber\\
&=1+\frac1zW\left[(z-M)D-1\right]W^\dagger G_0=1 .
\end{align}
So $G$ has a finite limit at $z=0$ if $M$ is invertible. Moreover, since $1+MD=zD$ and $1+DM=zD$,
\begin{equation}
W^\dagger G=zDW^\dagger G_0,\qquad GW=zG_0WD .
\label{eq:pin}
\end{equation}
The device amplitude along the diverging directions vanishes linearly at $E_s$. An infinite self-energy acts here as a constraint on the wave function, and the current flows through the remaining directions.

The condition on $M$ has a direct meaning. Suppose $M\alpha=0$ with $\alpha\ne0$ at $z=0$, and set $d=G_0W\alpha$. Then
\begin{equation}
(E-H_D-R)d=W\alpha,\qquad W^\dagger d=0 .
\end{equation}
These are the equations of the complete system with device amplitude $d$ and surface-state amplitudes $\alpha$ in the leads. Multiplying the first by $d^\dagger$ and taking the imaginary part gives $d^\dagger(\gamma_L+\gamma_R)d=0$, where $\gamma=i(R-R^\dagger)$ for each lead. Nothing flows out, so this is a bound state, which the assumptions exclude.

It remains to treat the case that $E-H_D-R$ is itself singular at $z=0$, so that $G_0$ does not exist there. We then move a real multiple of $WW^\dagger$ from the pole term into the regular part: $R$ becomes $R-\kappa WW^\dagger$ and $1/z$ becomes $1/z+\kappa$. This replaces $z$ by $z/(1+\kappa z)$ in $D$ and leaves $\gamma_L$ and $\gamma_R$ unchanged, so the arguments here and below hold up to smooth factors that equal one at $z=0$. A suitable $\kappa$ exists. Otherwise the determinant of $E-H_D-R+\kappa WW^\dagger$, a polynomial in $\kappa$, would vanish for all $\kappa$, including $\kappa=i$. The imaginary part of the expectation value in the null vector $d$ would then give $\frac12d^\dagger(\gamma_L+\gamma_R)d+|W^\dagger d|^2=0$, so $W^\dagger d=0$ and $(E-H_D-R)d=0$, which is again an excluded bound state.

\subsection{Error of the imaginary shift}

With $\delta>0$ the pole also enters the broadening matrix $\Gamma=i(\Sigma-\Sigma^\dagger)$. From $i(1/z-1/z^*)=2\delta/|z|^2$,
\begin{equation}
\Gamma_R=\gamma_R+\frac{2\delta}{|z|^2}s_Rs_R^\dagger ,
\label{eq:gamma}
\end{equation}
and likewise on the left. At $E=E_s$ the second term is of order $1/\delta$. It looks like a strongly coupled extra channel, but (\ref{eq:pin}) removes its effect. Let $e_L,e_R$ be the unit vectors with $We_L=s_L$ and $We_R=s_R$. Then
\begin{align}
Gs_R&=z\,x_R, & x_R&=G_0WDe_R,\\
s_L^\dagger G&=z\,y_L^\dagger, & y_L^\dagger&=e_L^\dagger DW^\dagger G_0,\\
s_L^\dagger Gs_R&=z\,e_L^\dagger DMe_R=z^2D_{LR}. &&
\end{align}
The last equality uses $DM=zD-1$ and $e_L^\dagger e_R=0$. Inserting (\ref{eq:gamma}) for both leads into $T_\delta=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]$ gives four terms, in which all powers of $|z|$ cancel:
\begin{equation}
T_\delta=\mathrm{Tr}[\gamma_LG\gamma_RG^\dagger]
+2\delta\,x_R^\dagger\gamma_Lx_R+2\delta\,y_L^\dagger\gamma_Ry_L
+4\delta^2|D_{LR}|^2 .
\label{eq:four}
\end{equation}
Every factor is smooth in $E$ and $\delta$ near $z=0$, and at $\delta=0$ only the first term remains. This proves (\ref{eq:result}) and gives, at fixed energy,
\begin{equation}
T_\delta=T+C\delta+C_2\delta^2+\dots
\label{eq:expand}
\end{equation}
Two evaluations then supply an error estimate that does not need $T$:
\begin{equation}
T_{2\delta}-T_\delta=C\delta+3C_2\delta^2+\dots,\qquad
2T_\delta-T_{2\delta}=T-2C_2\delta^2+\dots
\label{eq:estimate}
\end{equation}
If $C=0$, the difference $T_{2\delta}-T_\delta$ is three times the leading error $C_2\delta^2$. It is then still a safe estimate, but the extrapolation doubles the size of the error instead of reducing it.

If both leads are in a complete gap, $\gamma_L$ and $\gamma_R$ vanish at $\delta=0$ and are themselves $O(\delta)$. Every term of (\ref{eq:four}) is then $O(\delta^2)$, so the false transmission created by the shift is of second order. If only one lead is gapped, the other keeps a finite $\gamma$, and the false transmission is in general of first order.

\subsection{Rounding error}

Let the computed $Q\Lambda$ and $Q$ carry errors $A$ and $B$ of the order of the machine precision $\epsilon$. To first order, (\ref{eq:sigma}) gives
\begin{equation}
\Delta\Sigma_R=H_1(A-FB)Q^{-1}.
\label{eq:round}
\end{equation}
Both $F$ and $Q^{-1}$ have a simple pole, so $\Delta\Sigma_R$ grows as $\epsilon/|z|^2$. The shift keeps $|z|\ge\delta$ and limits the error to order $\epsilon/\delta^2$. Relative to $\Sigma_R$, which grows as $1/|z|$, this is of order $\epsilon/\delta$.

The transmission is less sensitive. Near $E_s$ write $Q^{-1}\simeq cy^\dagger/z$ with $Qc=0$. The pole of $F$ is then $Q\Lambda c\,y^\dagger/z$, and it must equal $\varphi_1s_R^\dagger/z$, so $y$ is parallel to $s_R$. The $1/z^2$ part of (\ref{eq:round}) is thus proportional to $s_Rs_R^\dagger$, and each $1/z$ part has $s_R$ on at least one side. By (\ref{eq:pin}) every such factor supplies a $z$ when $G$ acts on it, so $A$ and $B$ contribute to $T$ only in order $\epsilon$. Rounding the entries of the large matrix $\Sigma_R$ itself adds errors of order $\epsilon/|z|$ that have no such factor. The error of $T$ therefore grows as $\epsilon/|z|$, which is still slower than the $\epsilon/|z|^2$ of $\Sigma_R$. The shift limits it to order $\epsilon/\delta$, and it also avoids the point $E_s$, where (\ref{eq:sigma}) is undefined.

\subsection{Algorithm}

\begin{enumerate}
\item Solve (\ref{eq:bloch}) at real $E$ and form $Q$ for both leads.
\item Find the smallest singular value of each $Q$, and let $\sigma_{\min}$ be the smaller of the two.
\item If $\sigma_{\min}$ is below a threshold $q$, recompute the modes at $E+i\delta$.
\item Form both self-energies, and evaluate $G$ with real $E$ in the device.
\item At shifted energies, repeat with $2\delta$ and use (\ref{eq:estimate}).
\end{enumerate}
An ill-conditioned $H_1$ is a separate problem, and it does not arise for the $H_1$ used below.

\subsection{A lead with one open channel and an end state}

Each cell has orbitals $(a,b_1,b_2)$ and
\begin{equation}
H_0=\begin{pmatrix}0&0&0\\0&\varepsilon_b&v\\0&v&\varepsilon_b\end{pmatrix},\qquad
H_1=\begin{pmatrix}t_a&0&0\\0&0&u\\0&w&0\end{pmatrix},
\end{equation}
with $\varepsilon_b=0.3$, $t_a=-1$, $v=0.7$, $w=1$ and $u=0.1$ eV. From here on $v$ is this hopping. A fixed orthogonal transformation of the three orbitals, here a reflection, hides the two chains from the numerical method. The $a$ chain has one open channel near 0.3 eV, where the $b$ chain has a gap of half-width 0.4 eV.

At $E=\varepsilon_b$ the end state lives on $b_1$ with amplitudes $\beta_n$. The equation on $b_2$ is $v\beta_n+w\beta_{n+1}+u\beta_{n-1}=0$ with $\beta_0=0$. Hence $\lambda^2+0.7\lambda+0.1=0$, $\lambda=-0.2$ or $-0.5$, and $\beta_n\propto(-0.2)^n-(-0.5)^n$. The weight in the first cell is
\begin{equation}
Z=\frac{0.3^2}{\dfrac{0.04}{0.96}+\dfrac{0.25}{0.75}-\dfrac{2\times0.1}{0.9}}=0.589 .
\end{equation}
Since $s_R$ has length $w\sqrt Z$, the pole strength is $p=w^2Z=0.589\ \mathrm{eV}^2$. Diagonalization of a finite lead confirms the energy, the weight and the residues. At $E-E_s=10^{-3}$ eV the pole gives $|\Sigma_R|=589$ eV, as computed.

The device has two cells. In the original basis, the scatterer shifts $a$ by 0.6 eV and couples $a$ to $b_2$ by 0.5 eV in the first cell, and couples $a$ to $b_1$ by 0.5 eV in the second. For a reference at $E_s$ itself, we match an incoming wave, three reflected modes, the two device cells and three transmitted modes. The equations of cells 0 to 3 determine the twelve unknowns without any $Q^{-1}$. They give $T=0.88708$ and reflection 0.11292, or a conductance of 68.7 $\mu$S with two spins. Between $E-E_s=10^{-1}$ and $10^{-5}$ eV, $|\Sigma_R|$ grows from 5.8 to $5.9\times10^4$ eV, while $T$ moves from 0.8776 to 0.8871.

For $\delta=10^{-5}$ eV the spike in the broadening is $2p/\delta=1.18\times10^5$ eV, yet $T_\delta-T=-2.43\times10^{-6}$. The estimate (\ref{eq:estimate}) gives the same magnitude. The ratio $(T_\delta-T)/\delta$ settles at $C=-0.243\ \mathrm{eV}^{-1}$. Extrapolation leaves an error of $7\times10^{-11}$.

The singular value follows $\sigma_{\min}=0.360\,|E-E_s|$ with energies in eV. A threshold $q=10^{-4}$ therefore opens a window of half-width $10^{-4}/0.360=2.8\times10^{-4}$ eV. In a scan across it the largest error of $T$ is $2.43\times10^{-6}$ at shifted energies and $6\times10^{-14}$ at unshifted ones. Against a 60-digit calculation, the rounding error of $\Sigma_R$ rises from $3.6\times10^{-13}$ eV at a distance of $10^{-2}$ eV to $2\times10^{-4}$ eV at $10^{-6}$ eV. At $E_s+i\delta$ it is $1.2\times10^{-6}$ eV, about $2\times10^{-11}$ of $|\Sigma_R|\simeq p/\delta$.

\subsection{Perfect crystal, resonance and false alarm}

Without the scatterer $T=1$ at $E_s$, although both self-energies are infinite. The regularized value exceeds one by $8.9\times10^{-11}$. The two chains are now decoupled. In the $a$ chain, with one channel on each side, transmission and reflection add to one. The reflection amplitude vanishes at $\delta=0$, so this part is $1-O(\delta^2)$ and cannot exceed one. The excess comes from the gapped $b$ chain, whose false transmission is also $O(\delta^2)$. Thus $C=0$ here, and the difference in (\ref{eq:estimate}) is three times the leading error.

If $a$ and $b_1$ are coupled by 0.2 eV inside every lead cell, the end state of the right lead, which lives on $b_1$, can leak into the open channel. Within 0.1 eV of $E_s$ the largest $|\Sigma_R|$ is then 39 eV, at $E-E_s=-0.032$ eV, and halving the energy step leaves this peak height stable. This is a physical resonance, and $\Sigma_R$ needs no regularization. The left lead is different. Its end state lives on $b_2$ alone, so the coupling between $a$ and $b_1$ does not act on it. It remains a true surface state inside the band, $\Sigma_L$ keeps its pole of strength $0.589\ \mathrm{eV}^2$ at $E_s$, and the algorithm still applies the shift there.

A small $\sigma_{\min}$ can also arise when two evanescent modes merge, which violates the assumption of distinct $\lambda_j$. For the $b$ chain, with $x=\lambda+1/\lambda$, equation (\ref{eq:bloch}) gives
\begin{equation}
(E-\varepsilon_b)^2=uwx^2+v(w+u)x+v^2+(w-u)^2 .
\end{equation}
Two roots $x$ coincide when the discriminant vanishes. For $v=0.6$ eV this happens at $(E-\varepsilon_b)^2=1.17-1.089=0.081\ \mathrm{eV}^2$, or $E-\varepsilon_b=\pm0.285$ eV. Just above the upper of these energies $\sigma_{\min}=5.8\times10^{-5}$ lies below the threshold, but $|\Sigma_R|$ is only 2.3 eV. The unnecessary shift changes $\Sigma_R$ by $9\times10^{-5}$ eV. Near-dependence is thus a safe warning rather than proof of a surface state, and a false alarm of this kind costs an error of order $\delta$. At a band edge $\lambda$ varies as the square root of the energy distance, and the linear error law can be lost.

The numerical output follows this section.

\section*{Numbers as computed}
\begin{verbatim}
onsite b 0.3 eV, hop a -1.0 eV, v 0.7 eV, w 1.0 eV, u 0.1 eV
surface-state energy (finite lead) 0.3000000000 eV
half gap of dimerized chain 0.4000 eV
decay factors per cell -0.5000, -0.2000
first-cell weight of surface state 0.589091
pole strength of Sigma_R 0.589091 eV^2
smin at Es 0.0e+00, open-mode part 0.0e+00
smin/|E-Es| 0.3601 1/eV
scatterer: a shift 0.6, a-b2 0.5 (cell 1), a-b1 0.5 (cell 2) eV
wave matching at Es: T 0.88708397, reflection 0.11291603
conductance at Es, two spins 68.7321 uS
E-Es 1e-01 eV: |Sigma_R| 5.8336e+00 eV, T 0.87764663
E-Es 1e-02 eV: |Sigma_R| 5.8903e+01 eV, T 0.88626932
E-Es 1e-03 eV: |Sigma_R| 5.8909e+02 eV, T 0.88700360
E-Es 1e-04 eV: |Sigma_R| 5.8909e+03 eV, T 0.88707594
E-Es 1e-05 eV: |Sigma_R| 5.8909e+04 eV, T 0.88708316
|G W| at E-Es 1e-3, 1e-4 eV: 1.983e-03, 1.982e-04 1/eV
rounding error of Sigma_R at shift 0.01 eV: 3.6e-13 eV
rounding error of Sigma_R at shift 0.0001 eV: 4.6e-09 eV
rounding error of Sigma_R at shift 1e-06 eV: 2.0e-04 eV
rounding error of Sigma_R at shift 1e-05j eV: 1.2e-06 eV
delta 1e-02 eV: T_delta-T -2.3921e-03, ratio -0.2392 1/eV
delta 1e-03 eV: T_delta-T -2.4244e-04, ratio -0.2424 1/eV
delta 1e-04 eV: T_delta-T -2.4277e-05, ratio -0.2428 1/eV
delta 1e-05 eV: T_delta-T -2.4280e-06, ratio -0.2428 1/eV
delta 1e-06 eV: T_delta-T -2.4279e-07, ratio -0.2428 1/eV
chosen delta 1e-05 eV: |Gamma_R| at Es 1.1782e+05 eV
T_delta 0.88708154, error 2.4280e-06, estimate 2.4279e-06
extrapolated 2T_delta-T_2delta: error 7.0e-11
smin threshold 1e-04, window half-width 2.7770e-04 eV
scan: 19 shifted, 22 unshifted energies
largest T error: shifted 2.4284e-06, unshifted 6.0e-14
perfect crystal at Es: 1-T_delta -8.8786e-11
resonance, lead mixing 0.2 eV: peak |Sigma_R| 39.125 eV
resonance peak at E-Es -0.03225 eV
mode merger, v 0.6 eV: at E-Es 0.284605 eV
merger: smin 5.82e-05, 0.01 eV higher 1.95e-02
merger: |Sigma_R| 2.3269 eV, change by delta 9.15e-05 eV
\end{verbatim}
